# Choosing the step length and energy shift in orbital minimization

An insulator with many atoms has an electronic ground state in a mean-field Hamiltonian that is fixed by its occupied subspace. Diagonalization finds this subspace by first finding individual eigenstates, and repeated orthogonalization of trial orbitals is also costly. Orbital minimization avoids both: it lowers a functional of non-orthogonal orbitals, which become orthonormal at the minimum. A program that offers this solver has to be told how far to move along each search direction, and where to place an energy shift. The two settings are connected, because a lowest point along the direction is guaranteed only if the shift is high enough.

## What is being minimized

Let $H$ and $S$ be the real symmetric $N\times N$ Hamiltonian and overlap matrices in a finite basis, with $S$ positive definite. The columns of the $N\times n$ matrix $C$ are $n$ doubly occupied orbitals. The generalized eigenvalues of $H$ with respect to $S$ are $\varepsilon_1\le\dots\le\varepsilon_N=\varepsilon_{\max}$. Choose a shift $\eta>\varepsilon_{\max}$ and define

$$K=H-\eta S,\qquad \Omega(C)=2\,\mathrm{Tr}\left[(2I-C^TSC)\,C^TKC\right].$$

The leading 2 counts spin. $H$ is held fixed throughout. If $H$ depends on the density, what follows applies between two updates of $H$, not to the self-consistent total energy.

To see why this functional works, put $\tilde C=S^{1/2}C$, $\tilde K=S^{-1/2}KS^{-1/2}$ and $P=\tilde C\tilde C^T$. Cyclic permutation under the trace gives

$$\Omega=2\,\mathrm{Tr}\left[\tilde K(2P-P^2)\right]=2\sum_j(2p_j-p_j^2)\,u_j^T\tilde Ku_j ,$$

where $u_j$ are the orthonormal eigenvectors of $P$ with nonzero eigenvalues $p_j$; there are at most $n$ of them. The eigenvalues of $\tilde K$ are $\varepsilon_i-\eta<0$, so each $u_j^T\tilde Ku_j$ is negative. Since $2p-p^2=1-(1-p)^2\le1$,

$$\Omega\ge2\sum_ju_j^T\tilde Ku_j\ge2\sum_{i=1}^n(\varepsilon_i-\eta).$$

The last inequality holds because the sum over $j$ distributes weights between 0 and 1 over the eigenvalues of $\tilde K$, with total weight at most $n$. The lowest result puts full weight on the $n$ lowest, all of which are negative. Hence $\Omega+2n\eta$ is never below the band energy $2\sum_{i\le n}\varepsilon_i$, and orthonormal occupied orbitals reach it. Nothing else does: equality in the first step needs every $p_j=1$, and in the second it needs $n$ vectors $u_j$ carrying the $n$ lowest eigenvalues. Since $C^TSC=\tilde C^T\tilde C$ has the same nonzero eigenvalues as $P$, it then equals $I$.

## The functional along a search direction

Move from $C$ to $C+\lambda D$, with $D\neq0$. Define six $n\times n$ matrices:

$$A_0=C^TKC,\quad M=C^TKD,\quad A_2=D^TKD,$$
$$B_0=C^TSC,\quad L=C^TSD,\quad B_2=D^TSD.$$

Because $K$ and $S$ are symmetric, $D^TKC=M^T$ and $D^TSC=L^T$. With $A_1=M+M^T$ and $B_1=L+L^T$, the projected matrices at the new point are

$$A(\lambda)=A_0+\lambda A_1+\lambda^2A_2,\qquad B(\lambda)=B_0+\lambda B_1+\lambda^2B_2 .$$

Inserting them into $\Omega=2\,\mathrm{Tr}[2A-BA]$ and collecting powers gives $\Omega(\lambda)=\sum_{k=0}^4c_k\lambda^k$ with

$$\begin{aligned}
c_0&=2\,\mathrm{Tr}(2A_0-B_0A_0),\\
c_1&=2\,\mathrm{Tr}(2A_1-B_0A_1-B_1A_0),\\
c_2&=2\,\mathrm{Tr}(2A_2-B_0A_2-B_1A_1-B_2A_0),\\
c_3&=-2\,\mathrm{Tr}(B_1A_2+B_2A_1),\\
c_4&=-2\,\mathrm{Tr}(B_2A_2).
\end{aligned}$$

The term $2A$ stops at $\lambda^2$, so the two highest coefficients come from the product $BA$ alone. No small-step approximation has been made.

The slope $c_1$ also supplies the gradient. A matrix and its transpose have the same trace, so $\mathrm{Tr}A_1=2\,\mathrm{Tr}(D^TKC)$, $\mathrm{Tr}(B_0A_1)=2\,\mathrm{Tr}(D^TKCB_0)$ and $\mathrm{Tr}(B_1A_0)=2\,\mathrm{Tr}(D^TSCA_0)$. Therefore

$$c_1=\mathrm{Tr}(G^TD),\qquad G=2\,(4KC-2KCB_0-2SCA_0).$$

The parabola that keeps only $c_0,c_1,c_2$ already needs all six matrices, because $c_2$ contains $A_2$ and $B_2$. The full quartic adds only a few traces of small matrices.

After the step, nothing has to be rebuilt: $KC$ becomes $KC+\lambda KD$, $SC$ becomes $SC+\lambda SD$, and $A_0,B_0$ become $A(\lambda),B(\lambda)$. Each iteration therefore needs one product of $K$ and one of $S$ with $D$.

## Why the shift must lie above the spectrum

For any vector $v$, $v^THv\le\varepsilon_{\max}v^TSv$, so

$$v^T(-K)v\ge(\eta-\varepsilon_{\max})\,v^TSv .$$

Taking $v=Dy$ for arbitrary $y$ shows that $-A_2-(\eta-\varepsilon_{\max})B_2$ has no negative eigenvalue. The trace of its product with $B_2$, which has none either, is then nonnegative:

$$c_4=2\,\mathrm{Tr}[B_2(-A_2)]\ge2(\eta-\varepsilon_{\max})\,\mathrm{Tr}(B_2^2)>0 .$$

The last step uses $D\ne0$ and positive definite $S$. The quartic thus rises at both ends of every line.

If $\eta<\varepsilon_{\max}$, this can fail. Start from $C=0$ and let one column of $D$ be the normalized highest eigenvector, the others zero. Then $B_2$ has the single nonzero element 1, $A_2$ has $\varepsilon_{\max}-\eta$ in the same place, and $c_4=-2(\varepsilon_{\max}-\eta)<0$. The functional falls without limit, and no choice of root can repair that.

A very large shift has a cost too. Near the minimum, use orthonormal eigenvectors as the basis, so $S=I$, $B_0=I$, and $A_0$ is diagonal with elements $\kappa_i=\varepsilon_i-\eta$. Let $D$ mix unoccupied state $a$ into orbital $i$ by $d_{ai}$ and stretch orbital $i$ by $d_i$. Then $A_1$ and $B_1$ are diagonal with elements $2\kappa_id_i$ and $2d_i$, while

$$\mathrm{Tr}A_2=\sum_{ai}\kappa_ad_{ai}^2+\sum_i\kappa_id_i^2,\qquad
\mathrm{Tr}(B_2A_0)=\sum_{ai}\kappa_id_{ai}^2+\sum_i\kappa_id_i^2 .$$

In $c_2=2[\mathrm{Tr}A_2-\mathrm{Tr}(B_1A_1)-\mathrm{Tr}(B_2A_0)]$ the middle trace is $4\sum_i\kappa_id_i^2$, and the other two stretching terms cancel:

$$c_2=2\sum_{ai}(\varepsilon_a-\varepsilon_i)d_{ai}^2+8\sum_i(\eta-\varepsilon_i)d_i^2 .$$

The remaining directions mix occupied orbitals among themselves. With $D=CX$, an antisymmetric $X$ rotates the orbitals and gives $c_2=0$. A symmetric $X$ has $A_1=A_0X+XA_0$, $B_1=2X$, $A_2=XA_0X$ and $B_2=X^2$, so $c_2=-8\,\mathrm{Tr}(A_0X^2)$; for a unit-norm mixing of orbitals $i$ and $j$ this is $4(2\eta-\varepsilon_i-\varepsilon_j)$, the mean of the two stretching factors. The shift stiffens the stretching of orbitals but leaves the correction of the occupied subspace unchanged. For $\eta>\varepsilon_{\max}$ the factor $8(\eta-\varepsilon_1)$ exceeds every $2(\varepsilon_a-\varepsilon_i)$, so stretching is the stiffest motion and raising $\eta$ widens the spread of curvatures, so a step short enough for the stiff motion corrects the soft one more slowly. A small gap $\varepsilon_a-\varepsilon_i$ has the same effect from the other end. These curvatures are per unit length in an $S$-orthonormal basis. An iteration that uses $-G$ directly in a non-orthogonal basis feels curvatures reshaped by $S$: for the chain below at $\eta=8$ eV the nonzero ones run from $7.5$ to $113.7$ eV in the site basis, against $8.9$ to $90.5$ eV from the formula. Raising $\eta$ still widens the spread there, but a badly conditioned $S$ can widen it far more. The guidance is to place $\eta$ safely above an upper estimate of $\varepsilon_{\max}$, but not far above it.

## Which root to take

The stationary points satisfy

$$\Omega'(\lambda)=4c_4\lambda^3+3c_3\lambda^2+2c_2\lambda+c_1=0 .$$

There may be three real roots. Here the correct root means the one at which $\Omega$ is lowest on the whole line. Centring the quartic identifies it without comparing energies. Set

$$\lambda=a+t,\qquad a=-\frac{c_3}{4c_4},\qquad r=\frac{c_2}{2c_4}.$$

Since $3c_3/(4c_4)=-3a$, division of $\Omega'$ by $4c_4$ gives

$$(a+t)^3-3a(a+t)^2+r(a+t)+\frac{c_1}{4c_4}=0 .$$

The $t^2$ terms, $3a$ and $-3a$, cancel. The coefficient of $t$ is $3a^2-6a^2+r$, and the constant is $a^3-3a^3+ra+c_1/(4c_4)$. Hence

$$t^3+pt+q=0,\qquad p=r-3a^2,\qquad q=-2a^3+ra+\frac{c_1}{4c_4}.$$

Multiplying the left side by $4c_4$ and integrating from $t=0$ recovers the functional:

$$\Omega(a+t)=\Omega(a)+c_4(t^4+2pt^2+4qt).$$

Only the last term distinguishes the two sides of the centre:

$$\Omega(a+t)-\Omega(a-t)=8c_4qt .$$

Because $c_4>0$, every point whose $t$ has the sign opposite to $q$ lies below its mirror image. The lowest point is therefore on that side. It is also the only stationary point there: with $u=|t|>0$ the condition reads $u^3+pu=|q|$, or $u^2+p=|q|/u$, whose left side rises with $u$ while its right side falls from infinity to zero. They cross once.

**The rule is to take the root of the centred cubic whose sign is opposite to that of $q$.** If $q=0$ and $p<0$, the minima at $t=\pm\sqrt{-p}$ are equally low and either may be used. If $q=0$ and $p\ge0$, the lowest point is $t=0$.

For $q\neq0$ and $p\ne0$, let $w=\sqrt{|p|/3}$, $x=|q|/(2w^3)$ and $u=2wy$. The cubic becomes $4y^3-3y=x$ for $p<0$ and $4y^3+3y=x$ for $p>0$. The triple-angle formulas for cosine, hyperbolic cosine and hyperbolic sine then give

$$|t|=\begin{cases}
2w\cos\left(\tfrac13\arccos x\right),&p<0,\ x\le1,\\
2w\cosh\left(\tfrac13\operatorname{arcosh}x\right),&p<0,\ x>1,\\
2w\sinh\left(\tfrac13\operatorname{arsinh}x\right),&p>0.
\end{cases}$$

For $p=0$, $|t|=|q|^{1/3}$. Three distinct real roots require $p<0$ and $x<1$: the turning values of $t^3+pt$ are $\pm2w^3$, and $-q$ must lie between them. Squaring $|q|<2w^3$ gives the equivalent condition $4p^3+27q^2<0$.

Near convergence $\lambda$ is small, and $a+t$ can lose digits by cancellation. A Newton correction, $\lambda\to\lambda-\Omega'(\lambda)/\Omega''(\lambda)$, restores them where $\Omega''$ is safely positive.

## When simpler choices fail

One orbital shows where three roots come from. Let it be $y$ times a normalized eigenvector with $\kappa=\varepsilon-\eta<0$. Then

$$\Omega=2\kappa(2y^2-y^4),\qquad \frac{d\Omega}{dy}=8\kappa y(1-y^2),\qquad \frac{d^2\Omega}{dy^2}=8\kappa(1-3y^2).$$

Along this line, the minima at $y=\pm1$ are the same state with opposite signs, and $y=0$ is a maximum. If a lower state is left empty, $y=\pm1$ is a saddle once the orbital may mix with it. An orbital that starts at $y=0.3$ is nearer to the maximum than to either minimum. The curvature is negative for $y^2<1/3$, so a parabola fitted there has a top instead of a bottom. Orbitals with too small a norm are thus a situation in which two shortcuts, taking the root nearest zero and taking the parabola step, deserve distrust.

A third choice is the first root met when going downhill. If $c_1<0$, $\Omega$ falls continuously until the smallest positive root, so that step does lower the functional. It need not reach the lowest point, which may lie at negative $\lambda$ or beyond the maximum at larger positive $\lambda$. A negative selected step is therefore legitimate.

Either of these two roots fits into a conjugate-gradient iteration. At a stationary point the new gradient obeys $\mathrm{Tr}(G^TD)=0$. The next direction, $-G+\beta D$ with any real $\beta$, then has slope $-\mathrm{Tr}(G^TG)$, which is negative until the gradient vanishes. The gradient also vanishes at saddles, so a start of the wrong symmetry can end on one: in the chain below, two starting orbitals that are both even under inversion converge to the first and third states, at $-1.509$ eV instead of the band energy. Taking the lowest root gives the largest decrease on the current line; this does not prove that the total number of iterations is smallest.

## A four-site chain

Take four sites with zero on-site energy, nearest-neighbour hoppings $-3,-2,-3$ eV and overlaps $0.2,0.1,0.2$. These are round model parameters. Two orbitals are doubly occupied. The eigenvalues are $-3.316$, $-1.871$, $2.561$ and $5.592$ eV, so $\eta=8$ eV is high enough, and the band energy is $-10.3738$ eV.

Start with amplitude 0.3 on site 1 for the first orbital and on site 3 for the second. The direction is $D=-G/\lVert G\rVert$, with the Frobenius norm $\lVert G\rVert=29.423$ eV. Thus $\lambda$ is dimensionless and all $c_k$ are in eV. The small matrices are $A_0=-0.72\,I$ eV, $B_0=0.09\,I$, and

$$M=\begin{pmatrix}-1.9116&-0.2969\\-0.2961&-2.0923\end{pmatrix}\text{eV},\quad
A_2=\begin{pmatrix}-5.7403&-1.7805\\-1.7805&-6.8263\end{pmatrix}\text{eV},$$

$$L=\begin{pmatrix}0.1993&0.0129\\0.0106&0.2057\end{pmatrix},\quad
B_2=\begin{pmatrix}0.5606&0.1223\\0.1223&0.6324\end{pmatrix}.$$

The traces give, in eV,

$$\begin{aligned}
c_0&=2(-2.880+0.130)=-5.501,\\
c_1&=2(-16.015+0.721+0.583)=-29.423,\\
c_2&=2(-25.133+1.131+3.274+0.859)=-39.739,\\
c_3&=-2(-5.181-4.935)=20.231,\\
c_4&=-2(-7.971)=15.941,
\end{aligned}$$

where the last digit reflects unrounded intermediate values. Hence $a=-20.231/63.765=-0.3173$, and

$$p=-1.2464-0.3020=-1.5484,$$
$$q=0.06387+0.39546-0.46143=-0.00210 .$$

Since $q<0$, the selected $t$ is positive. With $w=0.7184$ and $x=0.0028$, the cosine formula gives $t=1.2450$ and $\lambda=-0.31727+1.24503=0.92776$. The three stationary points are:

- $\lambda=-1.5609$, with $\Omega=-38.704$ eV, a minimum;
- $\lambda=-0.3186$, with $\Omega=-0.650$ eV, a maximum;
- $\lambda=0.9278$, with $\Omega=-39.038$ eV, the lowest point.

The root nearest zero is the maximum, and taking it would raise $\Omega$ from $-5.501$ eV. The parabola step, $-c_1/(2c_2)=-0.3702$, also goes uphill, to $-0.782$ eV. The two minima differ by only $0.334$ eV, in keeping with the small $q$: the mirror formula gives $8c_4qt\approx-0.334$ eV at the selected $t$.

Adding $2n\eta=32$ eV turns the first step into a fall from $26.499$ to $-7.038$ eV. Conjugate gradients with the Polak–Ribière $\beta$, set to zero when negative, and the same root rule reach a gradient norm below $10^{-7}$ eV after 22 steps. The final energy is $-10.3738$ eV ($-0.38123$ hartree), in agreement with diagonalization, and the orbitals are orthonormal to about $10^{-10}$.

Setting $\eta=0$ in this chain gives $c_4=-2\times5.5923=-11.185$ eV along the highest eigenvector. Ten units from $C=0$, $\Omega$ is already about $-1.1\times10^5$ eV.

The numerical check also uses 300 random problems with orbitals of varied size and downhill directions. There were three real roots in 78 of them, and in 76 the root nearest zero was a maximum. In 33 the lowest point was not the first downhill root; in this sample it then lay at negative $\lambda$ each time. These counts describe the chosen random distribution, not the frequency in real calculations.

## Guidance for the settings

- **Energy shift:** use a safe upper estimate of the highest generalized eigenvalue in the basis, plus a modest margin. A shift above the occupied levels but below $\varepsilon_{\max}$ still leaves the occupied orbitals a local minimum when there is a gap, since the curvatures $2(\varepsilon_a-\varepsilon_i)$ and $8(\eta-\varepsilon_i)$ stay positive, but $\Omega$ is then unbounded below and neither $c_4>0$ nor the root rule is guaranteed. If $c_4\le0$ appears for a nonzero direction, first suspect the shift, then the accuracy of the matrix products.
- **Step length:** prefer the full quartic with the sign rule. It needs no more small matrices than the parabola, and it remains valid far from the minimum.
- **Parabola:** reserve it for the final approach, where $c_2>0$ and the terms $3c_3\lambda^2$ and $4c_4\lambda^3$ are small compared with $2c_2\lambda$.
- **Localized orbitals:** if $C$ and $D$ are confined to the same allowed elements, the quartic and the root rule are unchanged, since both hold for any $C$ and any nonzero $D$. The energy bound also remains, but it can be reached only if the occupied subspace has an $S$-orthonormal basis of that confined form. Dropping elements from the products $KD$ or $SD$ is a different approximation, and the computed coefficients then no longer describe the stated functional exactly.

## Calculated quantities

```
hopping strong, weak: -3.0, -2.0 eV
overlap strong, weak: 0.2, 0.1
shift eta: 8.0 eV; start amplitude: 0.3
generalized eigenvalues (eV): [-3.315549 -1.87135   2.560832  5.592281]
band energy by diagonalization: -10.37379939 eV
gradient norm at start: 29.423053 eV
direction D, rows = sites: [[0.59382, -0.0], [0.35246, 0.21518], [-0.0, 0.59382], [-0.0, 0.35246]]
A0 = C^T K C (eV): [[-0.72, 0.0], [0.0, -0.72]]
M = C^T K D (eV): [[-1.91156, -0.29695], [-0.29606, -2.09231]]
A2 = D^T K D (eV): [[-5.74032, -1.78054], [-1.78054, -6.82629]]
B0 = C^T S C: [[0.09, 0.0], [0.0, 0.09]]
L = C^T S D: [[0.19929, 0.01291], [0.01057, 0.20575]]
B2 = D^T S D: [[0.56057, 0.12233], [0.12233, 0.63242]]
c0: -5.500800 eV
c1: -29.423053 eV
c2: -39.739231 eV
c3: 20.230623 eV
c4: 15.941142 eV
centre a: -0.317271; p: -1.548418; q: -0.002102
stationary step -1.560946: Omega = -38.704213 eV
stationary step -0.318628: Omega = -0.650389 eV
stationary step 0.927762: Omega = -39.037750 eV
selected step: 0.927762
parabola step -0.370202: Omega = -0.781573 eV
start: Omega + 2 n eta = 26.499200 eV
CG step 1: length 0.927762, energy -7.03775025 eV
CG step 2: length 0.121807, energy -8.04927313 eV
CG step 3: length 0.123884, energy -8.77265905 eV
CG step 4: length 0.301465, energy -10.05337047 eV
CG step 5: length 0.077726, energy -10.23320899 eV
CG steps to gradient norm below 1e-7 eV: 22
final energy: -10.37379939 eV = -0.38123010 hartree
largest deviation of C^T S C from identity: 1.3e-10
shift 0.0 eV, top-level direction: c4 = -11.184561 eV
  Omega at step 10 from C = 0: -109608.700 eV
random problems: 300; with three real roots: 78
  root nearest zero is a maximum: 76
  lowest point is not the first downhill root: 33
  lowest point at negative step: 33
```
